# The Faulkner-Stocks Bloch spectral function and its ordered-crystal limit, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The averaged Green function and its lattice sum

### What is to be computed

In a substitutional alloy the atoms sit on a lattice, but each site is occupied at random by one of several species. A typical configuration has no lattice symmetry, so its eigenstates carry no crystal momentum. A measurement that resolves momentum averages over a large sample, and the average over occupations does have lattice symmetry. The question is how the spectral weight of the averaged system is distributed over energy at a given wave vector $k$, and how that distribution is obtained from the matrices that a KKR-CPA code holds.

Units are Rydberg units, $\hbar=2m=1$, so $H=-\nabla^2+V$. The energy is $z=E+i\eta$ with $\eta>0$, $\kappa=\sqrt z$ with ${\rm Im}\,\kappa>0$, and $(z-H)G=\delta$. Spin is left out. There is one site $R_n$ per cell $\Omega$. Site $n$ carries the real potential $V^\alpha$ of species $\alpha$ with probability $c_\alpha$, independently of all other sites, and $V^\alpha$ does not depend on the surroundings. The symbols $r,R_n,k$ denote vectors.

The Bloch spectral function is

$$A(k,z)=-\frac1\pi{\rm Im}\,\mathcal G(k,z),\qquad \mathcal G(k,z)=\sum_n e^{ik\cdot R_n}\int_\Omega\langle G(r,r+R_n)\rangle\,dr .\tag{1}$$

Take a periodic box of $N$ cells, in which a configuration has eigenstates $\psi_i$ and $G(r,r')=\sum_i\psi_i(r)\psi_i^*(r')/(z-E_i)$. The average is unchanged by a lattice shift, so $\langle G(r,r+R_n)\rangle$ may be replaced by $N^{-1}\sum_m\langle G(r+R_m,r+R_m+R_n)\rangle$. With $R_{m'}=R_m+R_n$ the double sum factorises:

$$\mathcal G=\Big\langle\sum_i\frac{w_i(k)}{z-E_i}\Big\rangle,\qquad w_i(k)=\int_\Omega\Big|N^{-1/2}\sum_m e^{-ik\cdot R_m}\psi_i(r+R_m)\Big|^2dr .\tag{2}$$

The weight $w_i(k)\ge0$ is the probability that state $i$ has crystal momentum $k$, and the true $A$ is therefore not negative. In three dimensions the real part of $\mathcal G$ diverges, as $G(r,r')$ does at $r=r'$. The imaginary part has terms of order $\eta/E_i^2$ and converges, and it is the part used.

### One scatterer

With real spherical harmonics $Y_L$, $L=(l,m)$, set $j_L(r)=j_l(\kappa|r|)Y_L$ and $H_L(r)=-i\kappa h_l(\kappa|r|)Y_L$, $h_l=j_l+iy_l$. A radial Green function is the regular solution times the outgoing one divided by $r^2$ times their Wronskian. The Wronskian of $j_l(x)$ and $y_l(x)$ is $1/x^2$, as their large-$x$ forms show, so that of $j_l(\kappa r)$ and $h_l(\kappa r)$ with respect to $r$ is $i/(\kappa r^2)$, and the prefactor is $\kappa/i=-i\kappa$. Collect the channel functions in row vectors $j(r)$, $H(r)$. Then

$$G_0(r,r')=j(r)H(r')^T,\qquad |r|<|r'| .$$

Let one potential $V$ vanish outside a sphere. The regular solutions obey $\mathcal R=j+\int G_0V\mathcal R$. For $r$ outside the sphere $G_0(r,r'')=H(r)j(r'')^T$, so $\mathcal R=j+Ht$ with $t=\int j^TV\mathcal R$. The matrix $t$ is the matrix of the operator $V+VG_0V+\dots$ between the functions $j$; the kernel of this operator is symmetric, hence $t=t^T$. Define $m=t^{-1}$ and

$$Z=\mathcal R\,m,\qquad Z=j\,m+H\ \text{ outside the sphere}.$$

For $r'$ outside the sphere and $|r|<|r'|$, the equation $G_s=G_0+\int G_0VG_s$ has the source $j(r)H(r')^T$, and by linearity $G_s=\mathcal R(r)H(r')^T=Z(r)\,t\,H(r')^T$. Insert $H^T=Z^T-m\,j^T$, which gives $G_s=Z\,t\,Z^T-Z\,j^T$. As a function of $r'$, $G_s$ solves the homogeneous equation for all $|r'|>|r|$, so each factor may be continued inward. Let $J$ be the solution in the potential that joins $j$ in value and slope at the sphere; it is in general singular at the origin. Then

$$G_s(r,r')=Z(r)\,t\,Z(r')^T-Z(r_<)J(r_>)^T .$$

For a spherical potential the continuation is one radial equation per channel. For a non-spherical one it is a coupled system, whose convergence in $L$ is assumed.

### Many scatterers

For $n\ne m$ the function $G_0(r+R_n,r'+R_m)$ is a regular solution of the free equation in $r$ and in $r'$, so it has the expansion $j(r)g^{nm}j(r')^T$, convergent for $|r|+|r'|<|R_n-R_m|$. This defines the structure constants, with $g^{nn}=0$ and $g^{nm}=(g^{mn})^T$ from the symmetry of $G_0$. Split the full scattering operator into parts $T^{nm}$ that begin at site $m$ and end at site $n$, which obey $T^{nm}=\hat t^n\delta_{nm}+\hat t^nG_0\sum_{p\ne n}T^{pm}$. The spheres do not overlap, so $G_0$ between two of them may be expanded, and the matrices $\tau^{nm}=\int\!\!\int j^TT^{nm}j$ obey $\tau=t+t\,g\,\tau$. In the space of sites and channels, with $m$ site-diagonal,

$$\tau=(m-g)^{-1},\qquad \tau^{nm}=(\tau^{mn})^T .$$

Now evaluate $G=G_0+G_0TG_0$ with $r$ just outside sphere $n$ and $r'$ just outside sphere $m$. The left $G_0$ joins $r$ to a point of sphere $p$ and contributes $H(r)$ for $p=n$ and $j(r)g^{np}$ for $p\ne n$; the right one likewise:

$$G^{nm}=G_0^{nm}+\sum_{pq}\big[H\delta_{np}+j\,g^{np}\big]\tau^{pq}\big[\delta_{qm}H^T+g^{qm}j^T\big].$$

From $(m-g)\tau=\tau(m-g)=1$ follow $g\tau=m\tau-1$, $\tau g=\tau m-1$ and $g\tau g=m\tau g-g=m\tau m-m-g$. The four products collect into

$$G^{nm}=(H+jm^n)\tau^{nm}(H+jm^m)^T-\delta_{nm}\big[Hj^T+jH^T+jm^nj^T\big]-jg^{nm}j^T+G_0^{nm}.$$

For $n\ne m$ the last two terms cancel. For $n=m$ and $|r|<|r'|$, $G_0=j(r)H(r')^T$ cancels the term $jH^T$ and leaves $-[H(r)+j(r)m^n]j(r')^T=-Z^n(r)j(r')^T$. Continuation into the spheres, as before, gives

$$G(r+R_n,r'+R_m)=Z^n(r)\tau^{nm}Z^m(r')^T-\delta_{nm}Z^n(r_<)J^n(r_>)^T .\tag{3}$$

Equation (1) needs (3) over the whole cell. In three dimensions the corners of the cell lie outside the region where the expansions above are known to converge, and the validity of (3) there is an assumption. Channels with $l$ above the cutoff of the $t$ matrix also contribute to (3): there $Z\simeq jm$ is large and $\tau-t\simeq tgt$ is small, and the product stays finite. Dropping them removes part of the wave function. In the one-dimensional model of Part II the channel sum has two terms and neither difficulty arises.

### Why two kinds of average appear

The functions $Z^n$ depend on the species at site $n$, and $\tau^{nm}$ depends on all sites, including $n$ and $m$. The average of (3) is therefore not $\langle Z\rangle\langle\tau\rangle\langle Z\rangle^T$. One has to fix the species on the sites that supply the $Z$ factors, average $\tau$ over the rest, and then sum over the fixed species. For $n=m$ both factors belong to one atom, and the weight is $c_\alpha$. For $n\ne m$ they belong to two independent atoms, and the weight is $c_\alpha c_\beta$.

### An exact rearrangement about a periodic medium

Place the same symmetric matrix $m^c$, so far arbitrary, on every site. With $g(k)=\sum_ng^{0n}e^{ik\cdot R_n}$, a product of lattice-periodic matrices becomes a product at fixed $k$, so

$$\tau^c(k)=[m^c-g(k)]^{-1},\qquad \tau^{c,0n}=\frac1N\sum_k\tau^c(k)e^{-ik\cdot R_n}.$$

Write $\tau^c=a+b$, where $a$ is site-diagonal with the block $\tau^{c,00}$ on each site and $b$ holds the blocks with $n\ne m$. For a given configuration let $\Delta$ be site-diagonal with blocks $\Delta^\alpha=m^\alpha-m^c$. Then $\tau=[(\tau^c)^{-1}+\Delta]^{-1}=\tau^c+\tau^c\mathcal T\tau^c$ with $\mathcal T=-\Delta(1+\tau^c\Delta)^{-1}$, as is seen by multiplying out. Its inverse is $\mathcal T^{-1}=-\Delta^{-1}-a-b=X^{-1}-b$, with the site-diagonal $X=-(\Delta^{-1}+a)^{-1}$. Per species,

$$D^\alpha=(1+\tau^{c,00}\Delta^\alpha)^{-1},\qquad X^\alpha=-\Delta^\alpha D^\alpha,\qquad D^\alpha=1+\tau^{c,00}X^\alpha .$$

The last form is the identity $(1+a\Delta)^{-1}=1-a\Delta(1+a\Delta)^{-1}$. The mirror matrix $\tilde D^\alpha=(1+\Delta^\alpha\tau^{c,00})^{-1}=1+X^\alpha\tau^{c,00}$ equals $(D^\alpha)^T$, because $\Delta^\alpha$ and $\tau^{c,00}$ are symmetric.

Define $W=b+bXb+bXbXb+\dots=b(1-Xb)^{-1}$, so that $W=b+bXW=b+WXb$. From $\mathcal T=X+XbX+\dots$ one reads off $\mathcal T=X+XWX$, $b\mathcal T=WX$, $\mathcal Tb=XW$ and $b\mathcal Tb=W-b$. Insert these in $\tau=a+b+(a+b)\mathcal T(a+b)$:

$$\tau=a+aXa+aXWXa+aXW+WXa+W=(1+aX)a+(1+aX)W(1+Xa).$$

For every configuration and every $m^c$, then,

$$\tau^{nm}=\delta_{nm}D^n\tau^{c,00}+D^nW^{nm}\tilde D^m,\tag{4}$$

and with the row vector $Y^\alpha=Z^\alpha D^\alpha$ equation (3) becomes

$$G^{nm}=\delta_{nm}\big[Y^n\tau^{c,00}Z^{nT}-Z^nJ^{nT}\big]+Y^nW^{nm}Y^{mT}.\tag{5}$$

Two special cases show what (4) contains. With a single impurity $\alpha$ at the origin, $X$ vanishes elsewhere. A chain $bXb$ that starts at site 0 cannot scatter next at site 0, because $b^{00}=0$, so $W^{0n}=b^{0n}$ and $\tau^{0n}=D^\alpha\tau^{c,0n}$ for all $n$. With impurities $\alpha$ at 0 and $\beta$ at $n$, a chain from 0 to $n$ must alternate between the two, and the geometric series gives

$$\tau^{0n}=D^\alpha\tau^{c,0n}\big[1-X^\beta\tau^{c,n0}X^\alpha\tau^{c,0n}\big]^{-1}\tilde D^\beta .\tag{6}$$

### The coherent medium and the single-site step

The CPA fixes $m^c$ by requiring that a site scatter nothing on average:

$$\sum_\alpha c_\alpha X^\alpha=0\quad\Longleftrightarrow\quad\sum_\alpha c_\alpha D^\alpha=1 .\tag{7}$$

The two forms are equivalent through $D=1+\tau^{c,00}X$ when $\tau^{c,00}$ is invertible. The single-site approximation keeps $W\approx b$ in (5). The first term of (5) involves one site, and the second involves two different sites because $b^{nn}=0$, so both averages are immediate:

$$\langle G^{00}\rangle\approx\sum_\alpha c_\alpha\big[Z^\alpha D^\alpha\tau^{c,00}Z^{\alpha T}-Z^\alpha J^{\alpha T}\big],\tag{8}$$

$$\langle G^{0n}\rangle\approx Z^c\,\tau^{c,0n}Z^{cT},\qquad Z^c=\sum_\alpha c_\alpha Z^\alpha D^\alpha\quad(n\ne0).\tag{9}$$

In (8) one factor $D$ appears and the species sum encloses both wave functions. In (9) there are two factors, $D^\alpha$ on the left and $\tilde D^\beta$ on the right, and each wave function is averaged separately.

The size of what is dropped follows from counting. Let $V^\alpha-\bar V$, with $\bar V=\sum c_\alpha V^\alpha$, be of order $\delta$, and hold $\eta>0$ fixed and assume that the $t$ matrix of $\bar V$ is invertible, so that all matrices are analytic in $\delta$. Then $\Delta^\alpha$ and $X^\alpha$ are $O(\delta)$, and $Y^\alpha=Z^c+\epsilon^\alpha$ with $\langle\epsilon\rangle=0$ and $\epsilon=O(\delta)$. A dropped term is a chain

$$Y^n\,b^{np_1}X^{p_1}b^{p_1p_2}\cdots X^{p_j}b^{p_jm}\,Y^{mT},\qquad j\ge1,$$

in which neighbouring labels differ. Sites are independent, so the average is a product over distinct sites of the average of the factors that belong to each. By (7) the chain vanishes if some $p_i$ occurs once in the whole list $n,p_1,\dots,p_j,m$. For $j=1$, $p_1$ differs from $n$ and from $m$, and the chain vanishes. For $j=2$, $p_1$ differs from $n$ and $p_2$, so survival needs $p_1=m$, and likewise $p_2=n$. The average is then a product of a $\langle Y^n\otimes X^n\rangle$ and a $\langle X^m\otimes Y^m\rangle$. The part $Z^c$ drops out of each by (7), which leaves $\langle\epsilon\otimes X\rangle=O(\delta^2)$ twice, so the term is $O(\delta^4)$. It is the first correction from the bracket in (6). For $j=3$, $p_2$ differs from $p_1$ and $p_3$, so its $X$ has no partner among the other two and needs a factor $\epsilon$ from an end: three $X$ and at least one $\epsilon$ give $O(\delta^4)$. For $j\ge4$ the $X$ factors alone give $O(\delta^4)$. Equations (8) and (9) are thus correct through third order in the potential difference, at fixed $\eta$. The expansion parameter is $\delta$ times a Green function, and the counting says nothing about strong scattering or about the limit $\eta\to0$. The dropped chains are the repeated scatterings between particular atoms; they describe the spectra of pairs and clusters of atoms, which (8) and (9) do not resolve. With correlated occupations (short-range order) the factorisation over sites fails, and the weight $c_\alpha c_\beta$ in (9) with it.

### The lattice sum

Set $r'=r$ and integrate over the cell. Define the overlap matrices

$$F^{\alpha\beta}=\int_\Omega Z^{\alpha T}Z^\beta\,dr,\qquad F^{\alpha\beta}_{LL'}=\int_\Omega Z^\alpha_LZ^\beta_{L'}\,dr ,$$

without complex conjugation. For any matrix $B$, $\int Z^\alpha BZ^{\beta T}=\sum_{LL'}B_{LL'}F^{\alpha\beta}_{LL'}={\rm Tr}[BF^{\beta\alpha}]$, since $F^{\alpha\beta}_{LL'}=F^{\beta\alpha}_{L'L}$. With $B=D^\alpha\tau^{c,00}$ in (8), $B=D^\alpha\tau^{c,0n}\tilde D^\beta$ in (9), and the cyclic property of the trace,

$$\int_\Omega\langle G^{00}\rangle={\rm Tr}[F^c\tau^{c,00}]-S,\qquad\int_\Omega\langle G^{0n}\rangle={\rm Tr}[F^{cc}\tau^{c,0n}],$$

$$F^c=\sum_\alpha c_\alpha F^{\alpha\alpha}D^\alpha,\qquad F^{cc}=\sum_{\alpha\beta}c_\alpha c_\beta\tilde D^\beta F^{\beta\alpha}D^\alpha=\int_\Omega Z^{cT}Z^c\,dr,\tag{10}$$

and $S=\sum_\alpha c_\alpha\int_\Omega Z^\alpha J^{\alpha T}dr$. The matrix $F^{cc}$ is symmetric; $F^c$ need not be. The order $\tilde D F D$ matters as soon as $D\ne D^T$. The matrix $F^{cc}$ does not depend on $n$, so the sum over $n\ne0$ acts on $\tau^c$ alone, and it is the full Fourier sum less its $n=0$ term: $\sum_{n\ne0}e^{ik\cdot R_n}\tau^{c,0n}=\tau^c(k)-\tau^{c,00}$. Adding the site-diagonal part gives the Faulkner-Stocks result,

$$A(k,z)=-\frac1\pi{\rm Im}\Big\{{\rm Tr}[F^{cc}\tau^c(k)]+{\rm Tr}[(F^c-F^{cc})\tau^{c,00}]-S\Big\}.\tag{11}$$

All dependence on $k$ is in the first term. The second replaces the two-site average by the one-site average in the $n=0$ term. The zone average of $\tau^c(k)$ is $\tau^{c,00}$, so $F^{cc}$ cancels from the zone average of (11), which is the CPA density of states per cell, $-\pi^{-1}{\rm Im}\{{\rm Tr}[F^c\tau^{c,00}]-S\}$.

Two shortcuts use one kind of average for all $n$. Using $F^{cc}$ throughout omits ${\rm Tr}[(F^c-F^{cc})\tau^{c,00}]$. Using $F^c$ throughout adds ${\rm Tr}[(F^c-F^{cc})(\tau^c(k)-\tau^{c,00})]$ to the braces of (11); this has zero zone average, so the density of states does not reveal the fault. Because $\tau^c(-k)=\tau^c(k)^T$ and $F^{cc}$ is symmetric, (11) is even in $k$; $F^c$ need not be symmetric, so this shortcut can also break $A(-k)=A(k)$. The order of both errors is that of $F^c-F^{cc}$. From $Z^\alpha=Y^\alpha(1+\tau^{c,00}\Delta^\alpha)$ follows $Z^{\alpha T}=(1+\Delta^\alpha\tau^{c,00})Y^{\alpha T}$, and with $Y=Z^c+\epsilon$,

$$F^c-F^{cc}=\Big\langle\int_\Omega\epsilon^T\epsilon\Big\rangle+\Big\langle\Delta\,\tau^{c,00}\int_\Omega Y^TY\Big\rangle .$$

The first term is $O(\delta^2)$. In the second, $\int Y^TY=F^{cc}+O(\delta)$, and $\Delta=-XD^{-1}=-X+O(\delta^2)$ has $\langle\Delta\rangle=O(\delta^2)$ by (7), so it is $O(\delta^2)$ as well. The difference between the two averages thus enters at second order, whereas the error of (11) itself is of fourth order and so much smaller at weak disorder. Its first term is the mean square, without conjugation, of the fluctuation $\epsilon$ of $Y$ about $Z^c$; the second comes from $\Delta$ and is of the same order.

## Part II. Positivity, the ordered limit and a model calculation

Part I has derived the Bloch spectral function (11) from the single-site CPA, with an error of fourth order in the potential difference at fixed $\eta$, whereas using one kind of average throughout errs at second order. It remains to examine the sign of $A$, to recover the bands of the ordered crystal, and to test (11) in a one-dimensional model.
